\section*{Why a voltage-biased transition-edge bolometer outruns its natural thermal time constant}

\section{The simplest case: an ideal voltage source}

A superconducting film held partway up its transition has a resistance $R$ that rises steeply with temperature $T$. Let the film and its absorber share one temperature and one heat capacity $C$, and let them lose the power $P_{\rm bath}(T)$ through a weak link to a cold bath. First suppose that $R$ depends on $T$ alone and that an ideal source holds the voltage $V$ across the film. The Joule power is then $P_J=V^2/R$, and with absorbed optical power $P_{\rm opt}$ the heat balance is
\begin{equation}
C\frac{dT}{dt}=\frac{V^2}{R(T)}+P_{\rm opt}-P_{\rm bath}(T).
\end{equation}
At the operating point the right side vanishes. Write $T\to T+\delta T$ and $P_{\rm opt}\to P_{\rm opt}+\delta P$, and keep first-order terms. A temperature dependence of $C$ drops out at this order, because it would multiply a $dT/dt$ that is itself first order. Define
\begin{equation}
G=\frac{dP_{\rm bath}}{dT},\qquad
\alpha=\frac{T}{R}\frac{dR}{dT},\qquad
\mathcal L=\frac{\alpha P_J}{GT}.
\end{equation}
The change in Joule power is
\begin{equation}
\delta P_J=-\frac{V^2}{R^2}\frac{dR}{dT}\,\delta T
=-\frac{\alpha P_J}{T}\,\delta T=-\mathcal L G\,\delta T ,
\end{equation}
so that
\begin{equation}
C\frac{d\,\delta T}{dt}=-G(1+\mathcal L)\,\delta T+\delta P .
\end{equation}
If the Joule power were frozen, the term in $\mathcal L$ would be absent and a disturbance would decay with the natural time constant $\tau=C/G$. With the feedback it decays with $\tau/(1+\mathcal L)$. Neither $C$ nor $G$ has changed. A film that is too warm draws less heater power, and this deficit acts as a second cooling channel of conductance $\mathcal LG$.

\section{Three contributions in a real circuit}

A real source $V$ feeds the film through a load resistance $R_L$, and near the transition $R$ also depends on the current $I$. From here on,
\begin{equation}
\alpha=\left.\frac{\partial\ln R}{\partial\ln T}\right|_I,\qquad
\beta=\left.\frac{\partial\ln R}{\partial\ln I}\right|_T\ge 0,\qquad
\frac{\delta R}{R}=\alpha\frac{\delta T}{T}+\beta\frac{\delta I}{I}.
\end{equation}
Three terms compete in the linearised heat balance.

\textbf{The bath link} contributes $-G\,\delta T$.

\textbf{The resistance rise at fixed current} follows from $P_J=I^2R$. Varying both factors gives
\begin{align}
\delta P_J&=2IR\,\delta I+I^2R\left(\alpha\frac{\delta T}{T}+\beta\frac{\delta I}{I}\right)\nonumber\\
&=IR(2+\beta)\,\delta I+\mathcal LG\,\delta T .
\end{align}
The last term is positive for $\alpha>0$. Taken alone, it heats a warm film further and opposes recovery.

\textbf{The fall in current} is the remaining term. If the inductance is negligible, $V=I(R_L+R)$ holds at every instant. With $V$ fixed,
\begin{align}
0&=R_L\,\delta I+R\,\delta I+I\,\delta R\nonumber\\
&=\left[R_L+R(1+\beta)\right]\delta I+\frac{IR\alpha}{T}\,\delta T .
\end{align}
Since $IR\alpha/T=P_J\alpha/(IT)=\mathcal LG/I$,
\begin{equation}
\delta I=-\frac{\mathcal LG}{I\,D}\,\delta T,\qquad D=R_L+R(1+\beta).
\end{equation}
Insert this in the Joule power:
\begin{equation}
\delta P_J=\mathcal LG\left[1-\frac{R(2+\beta)}{D}\right]\delta T
=\mathcal LG\,\frac{R_L-R}{D}\,\delta T\equiv-GF\,\delta T .
\end{equation}
With $r=R_L/R$ the result is
\begin{equation}
F=\mathcal L\,\frac{1-r}{1+\beta+r},\qquad
\tau_{\rm eff}=\frac{\tau}{1+F}.
\end{equation}
For $r=\beta=0$ this returns to $F=\mathcal L$: the fall in current contributes $-2\mathcal LG\,\delta T$ and outweighs the $+\mathcal LG\,\delta T$ from the resistance.

\section{Weighing the contributions in an example}

Take round parameters: $T_{\rm bath}=0.25$ K, $C=1.0$ pJ/K, $P_{\rm opt}=4.0$ pW, $V=0.40\ \mu$V, $R_L=1.0$ m$\Omega$, and $P_{\rm bath}=K(T^3-T_{\rm bath}^3)$ with $K=164.6$ pW/K$^3$. The transition is modelled by
\begin{equation}
R=\frac{R_n}{2}\left[1+\tanh\frac{T-T_c(I)}{w}\right],\qquad
T_c(I)=T_c\left[1-\left(\frac{I}{I_{c0}}\right)^{2/3}\right],
\end{equation}
with $R_n=30$ m$\Omega$, $T_c=0.45$ K, $w=5$ mK and $I_{c0}=20$ mA.

Let $\rho=R/R_n$. The hyperbolic tangent equals $2\rho-1$, so its derivative with respect to its argument is $1-(2\rho-1)^2=4\rho(1-\rho)$. Hence $\partial R/\partial T=2R_n\rho(1-\rho)/w$. The current enters through $T_c(I)$ alone, so $\partial R/\partial I=-(\partial R/\partial T)\,dT_c(I)/dI$. Therefore
\begin{equation}
\alpha=\frac{2(1-\rho)T}{w},\qquad
\beta=\frac{2\alpha}{3}\,\frac{T_c}{T}\left(\frac{I}{I_{c0}}\right)^{2/3}.
\end{equation}

The same $V$ and $P_{\rm opt}$ allow two stable steady states. In one the film is superconducting: it carries $V/R_L=400\ \mu$A with practically no Joule heat, and the optical power alone holds it at about 342 mK. A film biased while cold stays there. A film that starts above its transition settles instead at the operating point studied here, which lies at $T=446.26$ mK and $R=17.80$ m$\Omega$, with $I=0.40\ \mu{\rm V}/18.80\ {\rm m}\Omega\approx21.3\ \mu$A. The Joule power of 8.06 pW and the optical 4.0 pW balance the 12.06 pW that flows to the bath. There $G=98.34$ pW/K, $\alpha=72.57$ and $\beta=0.508$, so
\begin{equation}
\mathcal L=\frac{72.57\times8.057}{98.34\times0.44626}=13.32,\qquad
\tau=\frac{1.0\ {\rm pJ/K}}{98.34\ {\rm pW/K}}=10.17\ {\rm ms}.
\end{equation}
With $D=1.0+17.80\times1.508=27.84$ m$\Omega$, the fall in current has the weight $\mathcal LR(2+\beta)/D=21.36$. In units of $G$, the total restoring conductance is
\begin{equation}
\underbrace{1}_{\rm bath}\;-\underbrace{13.32}_{\text{resistance rise}}+\underbrace{21.36}_{\text{current fall}}=9.04 .
\end{equation}
The time constant is thus $10.17/9.04=1.125$ ms. The comparison keeps $C$, $G$ and the operating point fixed.

Ideal bias with $\beta=0$ would give a factor $1+\mathcal L=14.32$. Two imperfections account for the difference, and each can be switched on alone at fixed $\mathcal L$:
\begin{itemize}
\item Load resistance alone ($r=0.0562$, $\beta=0$): $1+13.32\times0.9438/1.0562=12.9$.
\item Current dependence alone ($r=0$, $\beta=0.508$): $1+13.32/1.508=9.8$.
\end{itemize}
The current dependence costs more here. When the current falls, $\beta$ lowers the resistance and so undoes part of the rise that drives the feedback.

The linearisation was tested on the nonlinear heat balance, with the circuit solved at each instant. A kick of $0.2\ \mu$K, followed for 1 ms, decayed with a time constant of 1.125 ms. With the Joule power frozen, the same kick decayed with 10.168 ms.

\section{The role of the load and of the sign of $\alpha$}

For $\beta\ge0$, the sign of $F$ is that of $\alpha(1-r)$. A positive temperature coefficient is therefore not enough; the source must also be stiff, $R_L<R$. The reason can be seen from $P_J=V^2R/(R+R_L)^2$, which at fixed $V$ has its maximum at $R=R_L$. Beyond the maximum a rise in $R$ lowers the power, and below it the power grows. At the maximum the feedback vanishes to first order.

The same operating point can be kept while $R_L$ is changed, if $V$ is adjusted to hold $I$. For $R_L=R$ the nonlinear decay time is 10.168 ms, the natural value. For $R_L=100R$, close to current bias, $F=13.32\times(-99)/101.5=-12.99$, and $1+F$ is negative. The kick then grows, with a time constant of 0.848 ms. Between these regimes, for $-1<F<0$, the film is stable but slower than its natural time constant.

A negative coefficient reverses the argument. Replace the film by an element with $R\propto T^{-3}$ at the same operating point and under nearly ideal voltage bias. Then $\mathcal L=-3\times8.057/(98.34\times0.44626)=-0.551$, and the time constant lengthens to $10.17/0.449=22.6$ ms. The nonlinear calculation gives the same value.

\section{Where the heat goes, and what is read out}

For a small power step $\delta P$ applied at $t=0$, the linear equation has the solution
\begin{equation}
\delta T(t)=\frac{\delta P}{G(1+F)}\left(1-e^{-t/\tau_{\rm eff}}\right).
\end{equation}
Its initial slope is $\delta P/[G(1+F)\tau_{\rm eff}]=\delta P/C$, whatever $F$ is. The film starts to warm at the same rate with or without feedback, but it has less far to go: $1.125\ \mu$K per fW instead of $10.168\ \mu$K. After a step it therefore settles sooner, although it never warms faster.

A short pulse of energy $E$ shows which channel does the work. It raises the temperature by $E/C$, and this excess decays as $e^{-t/\tau_{\rm eff}}$. The extra heat sent to the bath and the Joule heat withheld are
\begin{align}
\int_0^\infty G\,\delta T\,dt&=\frac{GE\,\tau_{\rm eff}}{C}=\frac{E}{1+F},\\
-\int_0^\infty\delta P_J\,dt&=\frac{GFE\,\tau_{\rm eff}}{C}=\frac{F\,E}{1+F}.
\end{align}
They add up to $E$. In the example the withheld share is $8.037/9.037=88.9\,\%$.

The signal is the current. In a given circuit $\delta I$ is proportional to $\delta T$, so the feedback reduces both. Put the static rise $\delta P/[G(1+F)]$ into the expression for $\delta I$ and use $D(1+F)=D+\mathcal L(R-R_L)$:
\begin{equation}
\frac{\delta I}{\delta P}=-\frac{\mathcal L}{I\left[D+\mathcal L(R-R_L)\right]} .
\end{equation}
For $\mathcal L\to\infty$ and $R_L\ll R$ this tends to $-1/(IR)=-1/V$: at constant voltage, each extra picowatt of light displaces a picowatt of electrical power. The example gives $-2.49\ \mu$A/pW, close to $-1/V=-2.50\ \mu$A/pW. The closeness is partly accidental. The load alone would raise the magnitude to $1/[I(R-R_L)]\approx2.80\ \mu$A/pW, and the finite loop gain lowers it by the factor $223.8/251.7=0.889$. Speed has a price in signal: at the same operating point a matched load $R_L=R$, which gives no feedback, would yield $-14.0\ \mu$A/pW.

\section{Inductance: the feedback must arrive in time}

The current cannot follow the resistance at once if the circuit has an inductance $L$. With $\delta P=0$ the two linear equations are
\begin{align}
L\frac{d\,\delta I}{dt}&=-D\,\delta I-\frac{\mathcal LG}{I}\,\delta T,\\
C\frac{d\,\delta T}{dt}&=(\mathcal L-1)G\,\delta T+IR(2+\beta)\,\delta I .
\end{align}
Let both vary as $e^{st}$, and set $a=\mathcal L-1$ and $q=\mathcal LR(2+\beta)$. Eliminating the amplitudes gives
\begin{equation}
\left(s+\frac DL\right)\left(s-\frac a\tau\right)+\frac{q}{L\tau}=0 .
\end{equation}
Multiply by $L$ and use $q-aD=D(1+F)$, which follows from $F=q/D-\mathcal L$:
\begin{equation}
Ls^2+\left(D-\frac{aL}{\tau}\right)s+\frac{D(1+F)}{\tau}=0 .
\end{equation}
For $L\to0$ the slow root is $s_0=-(1+F)/\tau$, as before. To first order in $L$, write $s=s_0+s_1$. Then $Ds_1=-Ls_0(s_0-a/\tau)$, and
\begin{equation}
\frac{s_1}{s_0}=\frac{L}{D\tau}\,(1+F+a)=\frac{L}{D\tau}\,(\mathcal L+F).
\end{equation}
A small inductance therefore makes the slow decay slightly faster when $\mathcal L+F>0$. For $L=60$ nH, $L/D=2.15\ \mu$s and the change in rate is $2.15\times21.36/10168=0.45\,\%$. The eigenvalues of the two coupled equations give the same shift, a time constant shorter by $0.45\,\%$.

The roots merge when the discriminant vanishes. With $x=L/\tau$ this condition reads
\begin{align}
(D-ax)^2-4(q-aD)x&=(D+ax)^2-4qx=0,\\
a^2x^2-2(2q-aD)x+D^2&=0 .
\end{align}
Since $(2q-aD)^2-a^2D^2=4q(q-aD)$, the smaller root gives
\begin{equation}
L_{\rm crit}=\frac{\tau}{a^2}\left[2q-aD-2\sqrt{q(q-aD)}\right].
\end{equation}
Here $q=594.8$ m$\Omega$ and $aD=343.1$ m$\Omega$, so $L_{\rm crit}=4.87\ \mu$H, about 80 times the assumed inductance. Just above this value the response rings. The oscillation grows once $D-aL/\tau$ turns negative, at $L=D\tau/a\approx23\ \mu$H.

\section{Limits of the gain, and the real device}

\textbf{Strong illumination} weakens the feedback. Raise $P_{\rm opt}$ to 6.0 pW while $V$, $R_L$ and $C$ stay fixed. The film moves up to $R/R_n=0.773$, $\alpha$ falls to 40.7 and $P_J$ to 6.34 pW. The loop gain drops to 5.77, mostly through $\alpha$, and the speed-up falls from 9.0 to 5.3, with $\tau_{\rm eff}=1.89$ ms. A sudden step of 1 pW from the original point already leaves the linear regime. The temperature rises by 1.24 mK, a quarter of $w$, instead of the linear 1.125 mK, and reaches $63\,\%$ of this rise after 1.29 ms, $15\,\%$ later than the small-signal value. This fits the weaker feedback found higher on the transition. Thermal fluctuations are no such concern: the equilibrium estimate $\sqrt{k_BT^2/C}=1.7\ \mu$K is $0.03\,\%$ of $w$.

\textbf{Internal heat flow} must also keep up. The feedback acts on the film's electrons, while nearly all the heat capacity may sit in the island that carries them. Let a conductance $G_{\rm int}$ join the two, and neglect the electrons' own heat capacity. The withheld power $GF\,\delta T_e$ must then flow in from the island:
\begin{equation}
G_{\rm int}(\delta T_i-\delta T_e)=GF\,\delta T_e
\quad\Rightarrow\quad
\delta T_e=\frac{\delta T_i}{1+GF/G_{\rm int}} .
\end{equation}
The speed-up becomes $1+F/(1+GF/G_{\rm int})$, which cannot exceed $1+G_{\rm int}/G$ however large $F$ is. Take the heat flow between electrons and island as $\Sigma\Omega(T_e^5-T_i^5)$, where $\Omega$ is the film volume and $\Sigma$ the electron--phonon coupling. For nearly equal temperatures its derivative is $G_{\rm int}=5\Sigma\Omega T^4$. With $\Omega=250\ \mu{\rm m}^3$ and a rough $\Sigma$ of 1 nW/($\mu$m$^3$K$^5$), this is about 50 nW/K. Then $GF/G_{\rm int}\approx0.016$, and the time constant lengthens by about $1.4\,\%$ at a fixed operating point. The steady Joule heat also keeps the electrons about 0.16 mK warmer than the island. This shifts the operating point slightly and, with the light absorbed in the island, brings the total to about $1.8\,\%$.

The parameters lie in the rough regime of millimetre-wave transition-edge bolometers: a transition at a few tenths of a kelvin, picowatts of load, and a link of order 100 pW/K. The smooth transition is a model assumption. In a real film $\alpha$ and $\beta$ vary with bias in ways that a hyperbolic tangent need not reproduce. Doubling $\beta$ at fixed $\alpha$ and operating point, for instance, would reduce the speed-up from 9.0 to 7.1. A weaker link between the film's electrons and the island would reduce it further. The formula above then gives only a rough value, because the steady temperature difference between the two grows and shifts the operating point. The computed values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Bath temperature 0.25 K, T_c 0.45 K, width w 5.0 mK
Bath exponent n 3, K 164.6 pW/K^3
Normal resistance 30.0 mohm, load 1.0 mohm
Critical-current scale 20 mA, source 0.40 uV
Optical power 4.0 pW, heat capacity 1.0 pJ/K
Operating temperature 446.26 mK, current 21.27 uA
Operating resistance 17.80 mohm, r = R_L/R 0.0562
Joule power 8.057 pW, bath power 12.057 pW
G 98.34 pW/K, alpha 72.57, beta 0.508
Loop gain 13.323, feedback factor F 8.037
Natural time constant 10.168 ms
Time constant with feedback 1.125 ms, speed-up 9.04
Ideal-bias, beta=0 speed-up 1+gain 14.32
Measured, Joule power frozen: 10.168 ms
Time constants in ms (negative means growth):
  actual load: measured 1.125, formula 1.125
  ideal bias, beta=0: measured 0.710, formula 0.710
  matched load R_L=R: measured 10.168, formula 10.168
  near-current bias R_L=100R: measured -0.848, formula -0.848
  alpha=-3, voltage bias: measured 22.634, formula 22.634
At 6.0 pW optical: R/R_n 0.773, alpha 40.72, Joule 6.339 pW
  loop gain 5.771, speed-up 5.31, time 1.893 ms
Pulse energy removed by missing Joule heat: 88.93 % (formula 88.93 %)
Static rise per fW: 1.125 uK with feedback, 10.168 uK without
Responsivity -2.488 uA/pW, stiff-bias limit -2.500 uA/pW
Inductance 60 nH, electrical time L/D 2.15 us
Critical inductance 4.87 uH
Sizes of neglected effects:
  inductance changes slow time constant by -0.45 %
  1 pW step: rise 1.242 mK, 63 % time 1.292 ms
  rough film volume 250 um^3, coupling 1 nW/(um^3 K^5), gamma 100 J/(m^3 K^2)
  electron-phonon conductance 49.6 nW/K, electron heat capacity 0.0112 pJ/K
  electron lag changes time constant by 1.38 %
  equilibrium temperature fluctuation 1.66 uK rms, 0.033 % of width
\end{verbatim}
